# Electric-Field Enhancement of Dopant Diffusion at Twice the Intrinsic Concentration: a numerical check

```python
"""
Result under test: a singly ionized dopant of concentration C, diffusing under
local charge neutrality, has flux J = -h D dC/dx with
    h = 1 + C / sqrt(C^2 + 4 ni^2),   h = 1 + 1/sqrt(2) at C = 2 ni.
Symbols: ni intrinsic carrier concentration, n electrons, p holes,
D diffusivity without field, u electrostatic potential divided by kT/q,
c = C/ni, lam screening length. Lengths are in cm unless a name says nm.
The tests solve neutrality or Poisson's equation numerically and build the
flux from diffusion plus drift, without using the formula for h.
"""
import numpy as np
from scipy.constants import k as k_B, e as q, epsilon_0
from scipy.optimize import brentq


def h_formula(c):
    return 1.0 + c / np.sqrt(c**2 + 4.0)


def neutral_potential(c, charge=1):
    """Root of zero charge density: p - n + charge*C = 0, in units of ni."""
    return brentq(lambda u: np.exp(-u) - np.exp(u) + charge * c,
                  -30.0, 30.0, xtol=1e-14, rtol=1e-14)


def h_numeric(c, charge=1):
    """Diffusion plus drift, divided by diffusion, by central difference."""
    step = 1e-3 * c
    slope = (neutral_potential(c + step, charge)
             - neutral_potential(c - step, charge)) / (2 * step)
    return 1.0 + charge * c * slope


# Model parameters
T = 1300.0            # K
ni = 1e19             # cm^-3
C = 2e19              # cm^-3
eps_r = 12.0
D = 1e-14             # cm^2/s
gradient = -2e24      # cm^-4
V_T = k_B * T / q     # V
eps = eps_r * epsilon_0 / 100.0   # F/cm
c0 = C / ni

# Local neutrality: donors and acceptors, weak to heavy doping.
# Central differences have relative error of order 1e-6 or less.
for c in (0.01, 0.3, 1.5, 2.0, 10.0, 1000.0):
    for charge in (1, -1):
        assert abs(h_numeric(c, charge) - h_formula(c)) < 2e-6
assert abs(h_numeric(c0) - (1 + 1 / np.sqrt(2))) < 2e-6
assert abs(h_numeric(1e-4) - 1) < 1e-3
assert abs(h_numeric(1e4) - 2) < 1e-3

# Alternative reading: the electron concentration, not C, equals 2 ni.
c_alt = 2.0 - 1.0 / 2.0
assert abs(np.exp(neutral_potential(c_alt)) - 2.0) < 1e-10
h_alt = h_numeric(c_alt)
assert abs(h_alt - 1.6) < 2e-6

# Carriers and fluxes of the example
u0 = neutral_potential(c0)
n, p = ni * np.exp(u0), ni * np.exp(-u0)
assert abs(n / ni - (1 + np.sqrt(2))) < 1e-10
assert abs(p / ni - (np.sqrt(2) - 1)) < 1e-10
dx = 1e-8
u_right = neutral_potential((C + gradient * dx) / ni)
u_left = neutral_potential((C - gradient * dx) / ni)
field = -V_T * (u_right - u_left) / (2 * dx)
J_diffusion = -D * gradient
J_drift = D / V_T * C * field
J_total = J_diffusion + J_drift
assert field > 0 and J_drift > 0
assert abs(J_total / J_diffusion - h_formula(c0)) < 1e-5

# Periodic Poisson problem on a Fourier grid in the phase theta = k x
N = 64
theta = 2 * np.pi * np.arange(N) / N
modes = np.fft.fftfreq(N, 1.0 / N)
modes[N // 2] = 0.0
d1 = np.real(np.fft.ifft(1j * modes[:, None]
                         * np.fft.fft(np.eye(N), axis=0), axis=0))
d2 = d1 @ d1


def poisson_potential(c, wavelength):
    """Newton solution of the full nonlinear Poisson-Boltzmann equation."""
    stiffness = eps * V_T / (q * ni) * (2 * np.pi / wavelength)**2
    u = np.arcsinh(c / 2)
    for _ in range(50):
        residual = stiffness * (d2 @ u) - 2 * np.sinh(u) + c
        jacobian = stiffness * d2 - np.diag(2 * np.cosh(u))
        change = np.linalg.solve(jacobian, -residual)
        u = u + change
        if np.max(np.abs(change)) < 1e-12:
            return u
    raise RuntimeError("Poisson iteration did not converge")


def ripple_h(wavelength, amplitude=1e-4):
    """Decay rate of a weak ripple divided by D k^2."""
    c = c0 * (1 + amplitude * np.cos(theta))
    u = poisson_potential(c, wavelength)
    rate_of_change = d1 @ (d1 @ c + c * (d1 @ u))
    projection = 2 * np.mean(rate_of_change * np.cos(theta))
    return -projection / (c0 * amplitude)


lam = np.sqrt(eps * V_T / (q * (n + p)))
wavelengths_nm = (10.0, 100.0, 1000.0)
ripple_results = []
for w_nm in wavelengths_nm:
    w = w_nm * 1e-7
    expected = 1 + C / (n + p) / (1 + (2 * np.pi * lam / w)**2)
    found = ripple_h(w)
    assert abs(found - expected) < 1e-6
    ripple_results.append(found)
assert ripple_results[0] < ripple_results[1] < ripple_results[2]
assert abs(ripple_results[2] - h_formula(c0)) < 1e-3

# Strong ripple, 1000 nm long: local law holds point by point.
# The allowed error covers the neglected space charge, of order (k lam)^2.
c_strong = c0 * (1 + 0.5 * np.cos(theta))
u_strong = poisson_potential(c_strong, 1000e-7)
flux_poisson = -(d1 @ c_strong + c_strong * (d1 @ u_strong))
flux_local = -h_formula(c_strong) * (d1 @ c_strong)
strong_error = (np.max(np.abs(flux_poisson - flux_local))
                / np.max(np.abs(flux_local)))
assert strong_error < 2e-3

# Donors carried by pairs with neutral and singly negative defects
D_0, D_m = 1e-14, 0.5e-14         # cm^2/s


def pair_flux_coefficient(c):
    """Sum of charged-pair and neutral-pair fluxes per unit -dC/dx."""
    s = 1e-3 * c
    up, um = neutral_potential(c + s), neutral_potential(c - s)
    charged_pair = D_0 * (1 + c * (up - um) / (2 * s))
    neutral_pair = D_m * ((c + s) * np.exp(up)
                          - (c - s) * np.exp(um)) / (2 * s)
    return charged_pair + neutral_pair


for c in (0.1, 2.0, 20.0):
    D_n = D_0 + D_m * np.exp(neutral_potential(c))
    assert abs(pair_flux_coefficient(c) / (h_formula(c) * D_n) - 1) < 1e-5
D_local = D_0 + D_m * n / ni
D_effective = pair_flux_coefficient(c0)

print(f"temperature T = {T:.0f} K")
print(f"thermal voltage kT/q = {V_T:.5f} V")
print(f"intrinsic concentration ni = {ni:.3e} cm^-3")
print(f"dopant concentration C = {C:.3e} cm^-3")
print(f"relative permittivity = {eps_r:.1f} (no unit)")
print(f"diffusivity D = {D:.3e} cm^2/s")
print(f"concentration gradient = {gradient:.3e} cm^-4")
print(f"electron concentration n = {n:.4e} cm^-3")
print(f"hole concentration p = {p:.4e} cm^-3")
print(f"sum n + p = {n + p:.4e} cm^-3")
print(f"reduced potential u = {u0:.5f} (no unit)")
print(f"electric field = {field:.4e} V/cm")
print(f"diffusion flux = {J_diffusion:.4e} cm^-2 s^-1")
print(f"drift flux = {J_drift:.4e} cm^-2 s^-1")
print(f"total flux = {J_total:.4e} cm^-2 s^-1")
print(f"h from fluxes = {J_total / J_diffusion:.5f} (no unit)")
print(f"h from formula = {h_formula(c0):.5f} (no unit)")
print(f"effective diffusivity h D = {h_formula(c0) * D:.4e} cm^2/s")
print(f"if n = 2 ni instead: C/ni = {c_alt:.3f}, h = {h_alt:.4f} (no unit)")
for c in (0.1, 1.0, 2.0, 10.0, 100.0):
    print(f"h at C/ni = {c:g}: {h_numeric(c):.4f} (no unit)")
print(f"screening length = {lam * 1e7:.4f} nm")
for w_nm, value in zip(wavelengths_nm, ripple_results):
    print(f"Poisson h, ripple of {w_nm:.0f} nm: {value:.5f} (no unit)")
print(f"strong 1000 nm ripple, largest flux error / largest flux"
      f" = {strong_error:.2e} (no unit)")
print(f"pair case: D_0 = {D_0:.2e}, D_m = {D_m:.2e} cm^2/s")
print(f"pair case: intrinsic D_0 + D_m = {D_0 + D_m:.4e} cm^2/s")
print(f"pair case: D_0 + D_m n/ni = {D_local:.4e} cm^2/s")
print(f"pair case: effective diffusivity = {D_effective:.4e} cm^2/s")
print(f"pair case: field factor = {D_effective / D_local:.4f} (no unit)")
print(f"pair case: effective / intrinsic"
      f" = {D_effective / (D_0 + D_m):.4f} (no unit)")
print("done: every assertion held")
```

Printed output:

```
temperature T = 1300 K
thermal voltage kT/q = 0.11203 V
intrinsic concentration ni = 1.000e+19 cm^-3
dopant concentration C = 2.000e+19 cm^-3
relative permittivity = 12.0 (no unit)
diffusivity D = 1.000e-14 cm^2/s
concentration gradient = -2.000e+24 cm^-4
electron concentration n = 2.4142e+19 cm^-3
hole concentration p = 4.1421e+18 cm^-3
sum n + p = 2.8284e+19 cm^-3
reduced potential u = 0.88137 (no unit)
electric field = 7.9214e+03 V/cm
diffusion flux = 2.0000e+10 cm^-2 s^-1
drift flux = 1.4142e+10 cm^-2 s^-1
total flux = 3.4142e+10 cm^-2 s^-1
h from fluxes = 1.70711 (no unit)
h from formula = 1.70711 (no unit)
effective diffusivity h D = 1.7071e-14 cm^2/s
if n = 2 ni instead: C/ni = 1.500, h = 1.6000 (no unit)
h at C/ni = 0.1: 1.0499 (no unit)
h at C/ni = 1: 1.4472 (no unit)
h at C/ni = 2: 1.7071 (no unit)
h at C/ni = 10: 1.9806 (no unit)
h at C/ni = 100: 1.9998 (no unit)
screening length = 1.6207 nm
Poisson h, ripple of 10 nm: 1.34714 (no unit)
Poisson h, ripple of 100 nm: 1.69985 (no unit)
Poisson h, ripple of 1000 nm: 1.70703 (no unit)
strong 1000 nm ripple, largest flux error / largest flux = 5.08e-05 (no unit)
pair case: D_0 = 1.00e-14, D_m = 5.00e-15 cm^2/s
pair case: intrinsic D_0 + D_m = 1.5000e-14 cm^2/s
pair case: D_0 + D_m n/ni = 2.2071e-14 cm^2/s
pair case: effective diffusivity = 3.7678e-14 cm^2/s
pair case: field factor = 1.7071 (no unit)
pair case: effective / intrinsic = 2.5118 (no unit)
done: every assertion held
```
